# Alternating recursion chains and even-odd extrapolation of Liouville-Lanczos coefficients

## Problem

Hartree atomic units are used. A chain is a real symmetric tridiagonal matrix \(T\) with zero diagonal, in which \(b_j>0\) couples sites \(j\) and \(j+1\). The linear-response Liouvillian acts as \(L(X,Y)=(AX+BY,\,-BX-AY)\), with \(M=A-B\) and \(K=A+B\) real, symmetric, bounded and bounded below by a positive constant. The polarizability along the dipole vector \(d\) is \(\alpha(z)=d^T(X+Y)\), where \((A-z)X+BY=d\) and \(BX+(A+z)Y=d\).

(a) Find the bands of the infinite chain \(b_1,b_2,b_1,b_2,\dots\)

(b) Find \(g(z)=[(z-T)^{-1}]_{11}\) for the semi-infinite chain, with any level outside the bands.

(c) Show that a Lanczos recursion on \(L\) gives a chain whose continued fraction yields \(\alpha(z)\).

(d) The oscillator strengths fill a continuum \([a,W]\), \(0<a<W\), perhaps with isolated levels besides. Assuming that the odd and the even coefficients converge, find their limits and close the fraction after \(N\) coefficients.

## Hints

(a) The cell has two sites. (b) Removing two sites returns the same chain, and the discriminant factorizes. (c) Use \(q=X+Y\), \(p=X-Y\) and a scalar product that makes \(L\) self-adjoint. (d) Far along the chain \(T\) is nearly periodic; the solution of \(Tu=0\) decides which limit is the larger.

## Solution

### (a) Bands

With amplitudes \(\phi e^{ikn}\) and \(\chi e^{ikn}\) on the two sites of cell \(n\), the eigenvalue equations are \(E\phi=(b_1+b_2e^{-ik})\chi\) and \(E\chi=(b_1+b_2e^{ik})\phi\). Multiplying them,
\[E^2=|b_1+b_2e^{ik}|^2=b_1^2+b_2^2+2b_1b_2\cos k .\]
As \(\cos k\) runs from \(-1\) to \(1\), \(E^2\) runs from \((b_1-b_2)^2\) to \((b_1+b_2)^2\). The bands are \(\pm[\Delta,W]\) with \(\Delta=|b_1-b_2|\) and \(W=b_1+b_2\). The full gap is \(2\Delta\), and it closes at \(b_1=b_2\).

### (b) Semi-infinite chain

Let \(G_j\) be the first diagonal resolvent element of the chain that starts at site \(j\). In \((z-T)x=e_1\), rows \(2,3,\dots\) describe the chain from site 2 driven by \(b_1x_1\), so \(x_2=b_1G_2x_1\). Row 1, \(zx_1-b_1x_2=1\), then gives \(G_1=1/(z-b_1^2G_2)\), and likewise \(G_j=1/(z-b_j^2G_{j+1})\). For the alternating chain \(G_3=G_1=g\), so
\[g=\frac{z-b_2^2g}{z^2-zb_2^2g-b_1^2},\qquad zb_2^2g^2-Pg+z=0,\qquad P=z^2-b_1^2+b_2^2 ,\]
the quadratic following on clearing the denominator. Its discriminant is a difference of squares,
\[(P-2zb_2)(P+2zb_2)=[(z-b_2)^2-b_1^2][(z+b_2)^2-b_1^2]=(z^2-W^2)(z^2-\Delta^2),\]
since the four zeros are \(\pm b_1\pm b_2\). Define \(R=\sqrt{z-W}\sqrt{z+W}\sqrt{z-\Delta}\sqrt{z+\Delta}\) with principal roots. The root \(\sqrt{z-c}\) changes sign across the real axis at \(x<c\). The number of such roots is odd inside the bands and even outside, so \(R\) is analytic off the bands, and \(R/z^2\to1\) at infinity. Because \((P-R)(P+R)=4z^2b_2^2\),
\[g=\frac{P-R}{2zb_2^2}=\frac{2z}{P+R}.\]
The second form tends to \(1/z\), as a resolvent element must, which selects this root at large \(z\) and, by analytic continuation, elsewhere.

For \(\Delta<x<W\), one factor of \(R(x+i0)\) is \(+i\) times a positive number, so the density \(-\mathrm{Im}\,g/\pi\), even in \(x\), is
\[\rho(x)=\frac{\sqrt{(W^2-x^2)(x^2-\Delta^2)}}{2\pi|x|\,b_2^2}.\]
The first form of \(g\) can have a pole at \(z=0\) alone. Two factors of \(R(0)\) carry \(i\), so \(R(0)=-W\Delta=-|b_1^2-b_2^2|\), and the residue is \((b_2^2-b_1^2+|b_1^2-b_2^2|)/2b_2^2\). It vanishes for \(b_1>b_2\) and equals \(1-(b_1/b_2)^2\) for \(b_1<b_2\): a chain that begins with its weak bond has an edge level at zero. For \(b_1=2.0\), \(b_2=2.5\) Ha the weight is \(1-0.8^2=0.36\).

### (c) The Liouvillian chain

Adding and subtracting the components of \(L(X,Y)\) gives \(L(q,p)=(Mp,Kq)\). In the scalar product \(\langle v,v'\rangle=q^TKq'+p^TMp'\), both \(\langle v,Lv'\rangle\) and \(\langle Lv,v'\rangle\) equal \(q^TKMp'+p^TMKq'\), so \(L\) is self-adjoint. The recursion is \(b_jv_{j+1}=Lv_j-a_jv_j-b_{j-1}v_{j-1}\) with \(a_j=\langle v_j,Lv_j\rangle\), started from \(v_1\propto(0,d)\). If \(v_j\) lies in one sector and \(v_{j-1}\) in the other, then \(Lv_j\) lies in the other sector, which is orthogonal to \(v_j\), so \(a_j=0\) and \(v_{j+1}\) lies in the other sector too. By induction the diagonal vanishes, odd vectors are pure \(p\) and even vectors pure \(q\).

The sum and difference of the response equations are \(Kq-zp=2d\) and \(Mp=zq\). Inserting \(p=zM^{-1}q\) gives \((KM-z^2)M^{-1}q=2d\), hence \(\alpha=2d^TM(KM-z^2)^{-1}d\). Since \((z-L)^{-1}=(z+L)(z^2-L^2)^{-1}\) and \(L^2(0,p)=(0,KMp)\), the \(p\) part of \((z-L)^{-1}(0,d)\) is \(z(z^2-KM)^{-1}d\). With \(G=\langle v_1,(z-L)^{-1}v_1\rangle=G_1\) and \(S=2d^TMd\),
\[\alpha(z)=-\frac{S\,G(z)}{z}.\]
Let \(M^{1/2}KM^{1/2}\) have eigenvalues \(\omega_n^2\) and eigenvectors \(y_n\). From \(M(KM-z^2)^{-1}=M^{1/2}(M^{1/2}KM^{1/2}-z^2)^{-1}M^{1/2}\) follows \(\alpha=\sum_nf_n/(\omega_n^2-z^2)\) with oscillator strengths \(f_n=2(y_n^TM^{1/2}d)^2\), and
\[G=\sum_n\frac{f_n}{2S}\left[\frac1{z-\omega_n}+\frac1{z+\omega_n}\right],\]
the sum becoming an integral over a continuum. The lower bounds on \(K\) and \(M\) keep the \(\omega_n\) away from zero.

A two-sided recursion has off-diagonal pairs \(\beta_j,\gamma_j\). When the left start is the metric times the right start, the diagonal again vanishes and \(\beta_j\gamma_j=b_j^2\), which the program tests, so the fraction is the same. Another left start gives in general a different resolvent element, to which \(\alpha=-SG/z\) does not apply; the diagonal need not vanish and \(\beta_j\gamma_j\) need not be positive. What follows is for the chain of the \(b_j\).

### (d) Limits and closure

Let \(T_\infty\) be the alternating chain of the limits \(b_{\rm o},b_{\rm e}\), and \(\delta_n\to0\) the largest deviation of \(b_j\) from its limit for \(j\ge n\). The vectors \(T^me_1\) span all sites because \(b_j>0\), so the spectrum of a chain is the support of the weights in its \(G_1\). The continuum, meaning the accumulation points of the spectrum, is \(\pm[a,W]\) for \(T\).

Take \(E\) in a band of \(T_\infty\) and a Bloch wave cut to \(\ell\) sites beyond site \(n\) and normalized. The cut ends give \(\|(T_\infty-E)\psi\|\le c/\sqrt\ell\), and \(T-T_\infty\) adds at most \(2\delta_n\). Both can be made arbitrarily small, so \(T-E\) has no bounded inverse. The bands therefore lie in the spectrum of \(T\), and, being intervals, in its continuum.

Conversely, take \(E\) in the continuum of \(T\). Projecting \(e_1\) on disjoint weight-carrying intervals that shrink towards \(E\) gives orthonormal \(\psi_m\) with \(\|(T-E)\psi_m\|\to0\). By Bessel's inequality their overlap with a fixed vector tends to zero. The first \(n\) components thus vanish in the limit and the rest contribute at most \(2\delta_n\), so \(\|(T_\infty-E)\psi_m\|\to0\). By (b) the spectrum of \(T_\infty\) is the bands and possibly zero. The overlap with the zero level also vanishes, and on its complement \(\|(T_\infty-E)\psi\|\) is at least the distance from \(E\) to the bands. That distance is zero. A vanishing limit is excluded: \(T_\infty\) would then split into single sites and pairs with at most three distinct levels, and \(\|(T_\infty-E)\psi_m\|\to0\) would confine every \(E\) of the continuum to them, although the continuum contains intervals. Hence \(b_{\rm o}+b_{\rm e}=W\) and \(|b_{\rm o}-b_{\rm e}|=a\). Isolated levels do not enter: the difference measures the continuum edge, which lies above the lowest excitation when there are isolated levels below the edge.

For the order, solve \(Tu=0\) with \(u_1=1\). Row 1 gives \(u_2=0\), and the later odd rows make all even components vanish. Row \(2k\) gives \(u_{2k+1}=-(b_{2k-1}/b_{2k})u_{2k-1}\). If \(b_{\rm o}<b_{\rm e}\), \(u\) would decay geometrically and be an eigenvector with weight \(1/\sum u^2>0\) at zero, which (c) excludes. Therefore
\[b_{\rm o}=\frac{W+a}{2},\qquad b_{\rm e}=\frac{W-a}{2}.\]

The squared problem shows the origin of the alternation. On the odd sites \(T^2\) is tridiagonal, with \(D_k=b_{2k-2}^2+b_{2k-1}^2\) (\(b_0=0\)) and \(A_k=b_{2k-1}b_{2k}\), and by (c) it represents \(KM\), whose continuum is the single band \([a^2,W^2]\). A constant chain has the band \(D+2A\cos k\), and \(D\pm2A=(b_{\rm o}\pm b_{\rm e})^2\). Equal limits would force \(a=0\).

For even \(N\) the tail beyond \(b_N\) starts with an odd bond, so \(G_{N+1}\) is replaced by \(g(z)\) with \(b_1\to b_{\rm o}\), \(b_2\to b_{\rm e}\), taken as averages of late computed coefficients. Convergence is a hypothesis here, tested numerically below. In a finite basis the recursion terminates, and the limits can be seen at best as a plateau; how long the plateau lasts depends on where the levels lie. With equally spaced levels the coefficients come close to the limits and then drift steadily below them as the number of steps grows relative to the number of levels.

### Worked example

Take 1200 Gauss–Legendre pair energies \(\varepsilon_i\) on \([0.5,4.5]\) Ha with weights \(w_i\), \(d_i\propto\sqrt{w_i}\,e^{-\varepsilon_i/1\,{\rm Ha}}\) with \(S=2\), \(u=d/|d|\), \(M=\varepsilon\), \(K=\varepsilon-2\lambda uu^T\) and \(\lambda=0.3\) Ha. Then \(M^{1/2}KM^{1/2}=\varepsilon^2-2\lambda ss^T\) with \(s=\varepsilon^{1/2}u\). An eigenvector obeys \(y=2\lambda(\varepsilon^2-\omega^2)^{-1}s\,(s^Ty)\), and multiplying by \(s^T\) gives \(1=2\lambda\sum_iu_i^2\varepsilon_i/(\varepsilon_i^2-\omega^2)\). The right side rises from 0.716 at \(\omega=0\) to infinity at the lowest \(\varepsilon_i\), so one level lies below all \(\varepsilon_i\). It is at 0.3587 Ha (9.76 eV), below the edge, and holds the strength 0.949.

The predicted limits are \((4.5+0.5)/2=2.5\) Ha and \((4.5-0.5)/2=2.0\) Ha. The early coefficients are in the opposite order, \(b_1=1.167<b_2=1.951\) Ha and \(b_3=2.193<b_4=2.330\) Ha; the order proved is asymptotic. Later \(b_{19},b_{20}=2.4748,\,2.0227\) Ha and \(b_{79},b_{80}=2.4997,\,2.0004\) Ha. Averages over \(b_{61},\dots,b_{80}\) give
\[2.49958-2.00053=0.49905\ {\rm Ha},\qquad 2.49958+2.00053=4.50011\ {\rm Ha},\]
that is 13.58 eV against the edge 13.61 eV, and 122.45 eV for the top. The difference tracks the edge and not the bound level, and the averages over \(b_{101},\dots,b_{160}\), 2.49987 and 2.00016 Ha, are the same to these digits at \(\lambda=0\).

With \(N=80\) and \(z=\omega+0.02i\) Ha, the largest error of \(\mathrm{Im}\,\alpha\) on a 0.01 Ha grid over 0.6–4.4 Ha, relative to the largest value there from full diagonalization (2.238 bohr³), is \(3.3\times10^{-4}\) for the even-odd tail. It is 0.35 for a constant tail of 2.250 Ha, which by (a) has nearly the right top but no gap, 0.64 for swapped parity and 0.92 for truncation, \(G_{N+1}=0\) (0.93 on a grid five times finer, which resolves its sharp peaks better). At 1.00 Ha the reference is 1.1469 bohr³, and the even-odd and constant tails give 1.1468 and 0.957 bohr³. The numerical check after the text tests the bands, \(g\), the moments of \(\rho\), the folding, the limits and these closures.

## Variation 1: static polarizability

*Express \(\alpha(0)\) through the \(b_j\).* From (c), \(\alpha(0)=\sum_nf_n/\omega_n^2=S(T^{-2})_{11}=S|x|^2\) with \(Tx=e_1\). Since \(T\) connects sites of opposite parity and has no zero level, \(x\) lives on even sites. Row 1 gives \(x_2=1/b_1\) and row \(2k+1\) gives \(x_{2k+2}=-(b_{2k}/b_{2k+1})x_{2k}\), so
\[\alpha(0)=S\sum_{k\ge0}\frac1{b_{2k+1}^2}\prod_{j=1}^k\frac{b_{2j}^2}{b_{2j-1}^2}.\]
For the pure chain with \(b_1>b_2\) the geometric series gives \(\alpha(0)/S=1/(b_1^2-b_2^2)=1/(W\Delta)=1/(4.5\times0.5)=0.4444\) Ha⁻². For the model the series and the direct value \(2d^TK^{-1}d\) agree at 8.4075 bohr³.

## Variation 2: weight at zero

*A symmetric spectral weight on \(\pm[a,W]\) has in addition a weight \(w_0\) at zero, the total weight being normalized to one. Which limit is larger?* The continuum is unchanged, so the pair of limits is too. Zero is now an eigenvalue, so the solution \(u\) of (d) is square-summable, which is impossible if \(|u_{2k+1}/u_{2k-1}|\to b_{\rm o}/b_{\rm e}>1\). The order is reversed, and \(w_0=1/\sum u^2\). A small \(w_0\) needs a large sum, and \(|u|\) grows only over pairs with \(b_{2k-1}>b_{2k}\). For the \(\lambda=0\) model with \(w_0=10^{-4}\), pair 21 is the last such pair, the late averages are 2.0002 Ha (odd) and 2.4998 Ha (even), and \(1/\sum u^2\) returns \(1.000\times10^{-4}\). Averages taken before the reversal do not represent the limits.

## Computed values

```
chain b1=2.5 b2=2.0 Ha: ring edges 0.500000, 4.500000 Ha; zero-level weight 0.000000
chain b1=2.0 b2=2.5 Ha: ring edges 0.500000, 4.500000 Ha; zero-level weight 0.360000
chain b1=0.7 b2=1.9 Ha: ring edges 1.200000, 2.600000 Ha; zero-level weight 0.864266
levels 1200, Lanczos steps 160, S = 2.0; control averages over b101..b160
[0.5,4.5] Ha, lam=0.0 Ha, decay=1.0/Ha: b_odd 2.49987, b_even 2.00016 Ha
[1.0,4.0] Ha, lam=0.3 Ha, decay=0.0/Ha: b_odd 2.49995, b_even 1.50007 Ha
[0.5,4.5] Ha, lam=0.3 Ha, decay=1.0/Ha: b_odd 2.49987, b_even 2.00016 Ha
predicted limits: b_odd 2.5000 Ha, b_even 2.0000 Ha
largest |diagonal coefficient| 2.4e-15 Ha
zero weight 1e-04: b_odd 2.00019, b_even 2.49985 Ha; last pair with odd>even 21
zero weight recovered from 1/sum u^2: 1.000000e-04
folded chain k=40: D 10.25010, A 5.00037 Ha^2; D-2A 0.24935, D+2A 20.25084 Ha^2
stability 2 lam sum u^2/eps = 0.71582
bound level 0.358684 Ha = 9.7603 eV, strength 0.94948
alpha(0): series 8.407457, linear solve 8.407457 bohr^3
pure chain 2.5/2.0 Ha: alpha(0)/S = 0.444444 Ha^-2
b1 = 1.16654 Ha, b2 = 1.95135 Ha
b3 = 2.19268 Ha, b4 = 2.33017 Ha
b9 = 2.35935 Ha, b10 = 2.13137 Ha
b19 = 2.47481 Ha, b20 = 2.02272 Ha
b39 = 2.49848 Ha, b40 = 2.00180 Ha
b79 = 2.49967 Ha, b80 = 2.00041 Ha
N = 80, eta = 0.02 Ha; averages over b61..b80:
b_odd 2.49958 Ha, b_even 2.00053 Ha, mean 2.25005 Ha
difference 0.49905 Ha = 13.580 eV (edge 13.606 eV)
sum 4.50011 Ha = 122.454 eV (top 122.451 eV)
extended chain: only positive gap level 0.358684 Ha
window 0.6-4.4 Ha: max exact Im alpha 2.23831 bohr^3
exact Im alpha at 1.00 Ha: 1.14693 bohr^3
even-odd tail: Im alpha 1.14683 bohr^3, max relative error 3.28e-04
constant tail: Im alpha 0.95727 bohr^3, max relative error 3.48e-01
swapped tail: Im alpha 0.80638 bohr^3, max relative error 6.43e-01
truncated tail: Im alpha 0.96350 bohr^3, max relative error 9.22e-01
```
